# Cooling of a Silicon Carbide Nanosphere beside a Cold Twin

## Result

Two equal spheres of radius $R$ have centres a distance $d$ apart in vacuum. One is held at temperature $T_c$; the other is slightly warmer. The small excess temperature decays as $e^{-t/\tau}$. For well-separated spheres with a narrow resonance, $\gamma\ll\omega_0$, and with $d$ still much smaller than the wavelength divided by $2\pi$,

$$\tau\simeq\tau_w\left[1+3q^2-5\eta\left(\frac Rd\right)^2\right],\qquad \tau_w=\frac{4\pi c_V\gamma\omega_0^2}{9k_BE(x_0)F^2}\,\frac{d^6}{R^3}. \tag{1}$$

Here $c_V$ is the heat capacity per volume, $\omega_0$ the dipole resonance of a sphere, $F$ its strength and $\gamma$ its damping rate. Further,

$$q=Q\left(\frac Rd\right)^3,\quad Q=\frac{F}{\omega_0\gamma},\quad x_0=\frac{\hbar\omega_0}{k_BT_c},\quad E(x)=\left[\frac{x/2}{\sinh(x/2)}\right]^2 .$$

The number $\eta$, derived below, measures the spectral overlap of the dipole and quadrupole resonances.

There are two first corrections because there are two small parameters. The term $3q^2$ comes from repeated scattering between the dipoles and slows the cooling. The term in $\eta$ comes from quadrupoles and speeds it. As $d/R\to\infty$ at fixed material, the quadrupole term is the larger. For a sharp resonance, $Q\gg1$, the scattering term overtakes it at shorter range: inside about five radii for the numbers below, and farther out, roughly in proportion to $Q$, for a sharper line.

Equation (1) counts only electrostatic transfer to the twin. Thermal emission to the surroundings does not fall with $d$; relative to the leading transfer it is about $\frac23(\omega_0d/c)^3(d/R)^3/Q$. Retardation adds about $\frac13(\omega_0d/c)^2$. Both must also be small for $\tau$ to be the cooling time, which limits (1) at large $d$. These estimates and (1) also assume that the resonance line carries the heat, which fails at low $T_c$ (see below).

Within the dipole model the sum over repeated scattering can be done in closed form:

$$\tau=\frac{4\pi R^3c_V}{3G},\qquad G=k_BE(x_0)\frac\gamma2S,\qquad S=\frac{4q^2}{1+4q^2}+\frac{2q^2}{1+q^2}. \tag{2}$$

For silicon carbide with $R=50$ nm and $d=200$ nm at 300 K, this gives $\tau\approx2.0$ ms.

## The resonances of one sphere

Fields vary as $e^{-i\omega t}$, so absorption means a positive imaginary part of the response. The permittivity is local, isotropic and has one phonon oscillator:

$$\varepsilon=\varepsilon_\infty\frac{\omega_L^2-X}{\omega_T^2-X},\qquad X=\omega^2+i\gamma\omega .$$

The sphere is much smaller than the wavelength, so electrostatics applies. Let an external potential $b\,r^lC_l$ act on it, where $C_l$ is an angular harmonic of order $l$. Outside, the total potential is $b\,(r^l-a_lR^{2l+1}/r^{l+1})C_l$; inside it is $b'r^lC_l$. Continuity of the potential at $r=R$ gives $b'=b(1-a_l)$. Continuity of $\varepsilon\,\partial_r\phi$ gives $\varepsilon l(1-a_l)=l+(l+1)a_l$. Hence

$$a_l=\frac{\varepsilon-1}{\varepsilon+s},\qquad s=\frac{l+1}{l}.$$

For the dipole $s=2$, and for the quadrupole $s=3/2$.

To expose the resonance, write $a_l=1-(1+s)/(\varepsilon+s)$ and insert $\varepsilon$:

$$\frac1{\varepsilon+s}=\frac{\omega_T^2-X}{(\varepsilon_\infty+s)(\omega_s^2-X)},\qquad \omega_s^2=\frac{\varepsilon_\infty\omega_L^2+s\,\omega_T^2}{\varepsilon_\infty+s}.$$

In the numerator put $\omega_T^2-X=(\omega_s^2-X)-(\omega_s^2-\omega_T^2)$, where $\omega_s^2-\omega_T^2=\varepsilon_\infty(\omega_L^2-\omega_T^2)/(\varepsilon_\infty+s)$. Then

$$a_l=\frac{\varepsilon_\infty-1}{\varepsilon_\infty+s}+\frac{F_s}{\omega_s^2-\omega^2-i\gamma\omega},\qquad F_s=\frac{(1+s)\varepsilon_\infty(\omega_L^2-\omega_T^2)}{(\varepsilon_\infty+s)^2}. \tag{3}$$

No approximation has been made for this permittivity. The dipole values are called $\omega_0$, $F$ and $a$; the quadrupole values are $\omega_2$, $F_2$ and $a_2$.

## Heat flow between two dipoles

The induced dipole is $p=AaE$ with $A=4\pi\varepsilon_0R^3$. The static field of a dipole $p$ at distance $d$ is $2p/(4\pi\varepsilon_0d^3)$ along the line of centres and $-p/(4\pi\varepsilon_0d^3)$ across it. In each direction the field is therefore $gp/A$, with

$$g_L=2(R/d)^3,\qquad g_T=-(R/d)^3\ \text{(twice)}.$$

The three directions do not mix. In one of them, let the warm sphere carry a spontaneous dipole $p_1^f$. The total dipoles obey

$$p_1=p_1^f+ag\,p_2,\qquad p_2=ag\,p_1\quad\Rightarrow\quad p_1=\frac{p_1^f}{1-a^2g^2}.$$

The field on the twin is $gp_1/A$. A field of spectral density $S_E$ does work on a dipole at the mean rate $\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\omega A\,\mathrm{Im}a\,S_E$, since $\mathrm{Re}(-i\omega Aa)=\omega A\,\mathrm{Im}a$.

Each sphere is taken to be in internal equilibrium at its own temperature. The fluctuation-dissipation theorem then gives the source density $\hbar\coth(\hbar\omega/2k_BT_1)A\,\mathrm{Im}a$. The integrand is even, so doubling the positive half gives

$$P_{1\to2}=\int_0^\infty\frac{d\omega}{2\pi}\,2\hbar\omega\coth\frac{\hbar\omega}{2k_BT_1}\,\frac{g^2(\mathrm{Im}a)^2}{|1-a^2g^2|^2}.$$

With $\coth(\hbar\omega/2k_BT)=2n(T)+1$ and $n=1/(e^{\hbar\omega/k_BT}-1)$, subtracting the reverse flow cancels the zero-point part:

$$P=\int_0^\infty\frac{d\omega}{2\pi}\hbar\omega\,[n(T_1)-n(T_c)]\sum_j\mathcal T_j,\qquad \mathcal T_j=\frac{4g_j^2(\mathrm{Im}a)^2}{|1-a^2g_j^2|^2}. \tag{4}$$

## The frequency integral

One integral serves both corrections. For $h>0$,

$$J(\Delta)=\int_{-\infty}^{\infty}\frac{d\delta}{(\delta^2+h^2)[(\delta-\Delta)^2+h^2]}=\frac{2\pi}{h(\Delta^2+4h^2)}. \tag{5}$$

This is a convolution. The Fourier transform of $1/(\delta^2+h^2)$ is $(\pi/h)e^{-h|t|}$; its square is $(\pi/h)^2e^{-2h|t|}$, whose inverse transform is $(\pi/h)^2\,(1/2\pi)\,4h/(\Delta^2+4h^2)$, which is (5).

Let the line be narrow, $\gamma\ll\omega_0$, and drop the background term of (3). With $\delta=\omega_0-\omega$ and $h=\gamma/2$,

$$a\simeq\frac{F}{2\omega_0}\frac1{\delta-ih},\qquad \mathrm{Im}a\simeq\frac{F}{2\omega_0}\frac h{\delta^2+h^2}.$$

Define $\kappa=|g|F/(2\omega_0)$, also assumed much smaller than $\omega_0$. Then $1-a^2g^2=[(\delta-ih)^2-\kappa^2]/(\delta-ih)^2$. The factor $|\delta-ih|^4=(\delta^2+h^2)^2$ cancels the denominator of $(\mathrm{Im}a)^2$, leaving

$$\mathcal T=\frac{4\kappa^2h^2}{[(\delta-\kappa)^2+h^2][(\delta+\kappa)^2+h^2]}.$$

The two Lorentzians are $2\kappa$ apart, so (5) gives

$$\int\frac{d\omega}{2\pi}\mathcal T=\frac{4\kappa^2h^2}{2\pi}\,\frac{2\pi}{h(4\kappa^2+4h^2)}=\frac{h\kappa^2}{\kappa^2+h^2}=\frac\gamma2\,\frac{C}{1+C},\qquad C=\frac{\kappa^2}{h^2}=g^2Q^2. \tag{6}$$

Thus $C_L=4q^2$ and $C_T=q^2$.

For a small temperature difference, $\hbar\omega\,\partial n/\partial T=k_Bx^2e^x/(e^x-1)^2=k_BE(x)$, with $x=\hbar\omega/k_BT$. This factor varies little across the narrow line and is evaluated at $\omega_0$. At low temperature $E(x_0)$ becomes exponentially small and the low-frequency tail of $\mathrm{Im}\,a$ takes over. For the silicon carbide values below, the full integral exceeds (2) by 0.2% at 77 K, by 20 to 25% at 50 K and by a factor above 50 at 40 K; the emission estimate is already 30% low at 77 K. Summing (6) over the three directions gives the conductance in (2). The energy balance $\frac{4\pi}{3}R^3c_V\,\dot\theta=-G\theta$ for the excess $\theta$ then gives $\tau$.

If the twin is not held at fixed temperature but is free, with the same heat capacity, it warms as fast as the first sphere cools. The temperature difference then decays at twice the rate, in $\tau/2$.

## Leading term and the scattering correction

For $q\ll1$, expand each fraction in (2):

$$S=(4q^2-16q^4)+2(q^2-q^4)+O(q^6)=6q^2(1-3q^2)+O(q^6).$$

The first term gives $G_w=3k_BE\,\gamma q^2=3k_BE\,F^2(R/d)^6/(\omega_0^2\gamma)$. Dividing the heat capacity by it gives $\tau_w$ in (1). Inverting the bracket gives $\tau=\tau_w[1+3q^2+O(q^4)]$.

The leading time grows as $\gamma$: a sharper line transfers more heat, because the integral of $(\mathrm{Im}a)^2$ grows as $1/\gamma$. This cannot continue. At line centre $\mathcal T=4C/(1+C)^2$, which reaches its largest value, 1, at $C=1$ and then falls as the line splits. The integrated result $\frac\gamma2C/(1+C)$ saturates at $\gamma/2$ per direction.

At fixed $g$ and $F$, put $K=|g|F/\omega_0$. Expression (6) is then $\frac12\gamma K^2/(K^2+\gamma^2)$, whose derivative vanishes at $\gamma=K$, that is, at $C=1$. This is the damping that makes one direction conduct best.

## The quadrupole correction

The field of a dipole is not uniform over the twin, and its gradient drives a quadrupole. To count this transfer, choose real harmonics normalized so that $\sum_mC_{lm}(\hat r)C_{lm}(\hat r')=P_l(\hat r\cdot\hat r')$. The expansion of $1/|\mathbf r-\mathbf r'|$ then shows that charges with moment $m_l=\int\rho\,r^lC_l$ produce the outer potential $m_lC_l/r^{l+1}$, apart from $1/4\pi\varepsilon_0$. Their energy in a potential $b\,r^lC_l$ is $m_lb$. Dipole and quadrupole moments thus enter energy, absorption and fluctuation in the same way, with responses $a_lR^{2l+1}$. The steps to (4) carry over: to leading order, each coupled pair of moments contributes four times the squared coupling times the two imaginary parts.

The couplings follow from a Taylor expansion about the twin's centre, with $z$ along the line of centres and $\rho$ the distance from it. A unit dipole along $z$ has on the axis the potential

$$\frac1{(d+z)^2}=\frac1{d^2}-\frac{2z}{d^3}+\frac{3z^2}{d^4}-\dots$$

Off the axis, the harmonic function that reduces to $z^2$ is $z^2-\rho^2/2=r^2C_{20}$, so the quadrupole coupling is $3/d^4$. A unit dipole along $x$ has the potential

$$\frac{x}{[(d+z)^2+\rho^2]^{3/2}}=\frac x{d^3}-\frac{3xz}{d^4}+\dots$$

The normalized harmonic is $\sqrt3\,xz$, so the coupling is $-\sqrt3/d^4$; the $y$ direction gives the same.

The squared dipole-quadrupole couplings sum to $9+3+3=15$. The terms of first order give $4+1+1=6$ for dipole-dipole transfer. Heat can pass from dipole to quadrupole or from quadrupole to dipole, which doubles 15 to 30. The sources are uncorrelated and the absorbed powers add, so there is no interference term at this order. The relative increase of $G$ is

$$\frac{30(R/d)^8\int\mathrm{Im}a\,\mathrm{Im}a_2\,d\omega}{6(R/d)^6\int(\mathrm{Im}a)^2d\omega}=5\eta\left(\frac Rd\right)^2 .$$

In the narrow-line approximation the ratio of integrals is $(F_2\omega_0/F\omega_2)\,J(\Delta)/J(0)$, with $\Delta=\omega_2-\omega_0$. From (5), using $4h^2=\gamma^2$,

$$\eta=\frac{F_2\,\omega_0}{F\,\omega_2}\,\frac{\gamma^2}{\gamma^2+\Delta^2}. \tag{7}$$

A larger $G$ means a shorter time, hence the minus sign in (1). Quadrupole-quadrupole and dipole-octupole transfers carry $(R/d)^{10}$, a further $(R/d)^2$, but with large coefficients. Their squared couplings sum to 70 and $2\times28$, and the quadrupole-quadrupole transfer is fully resonant, with no small overlap factor. For the silicon carbide values below the two together are about $8.4(R/d)^2$ times the kept term, half of it at $4R$; for $\gamma=1$ cm$^{-1}$ they exceed it even at $8R$.

The two corrections in (1) cancel when $3Q^2(R/d)^6=5\eta(R/d)^2$, that is, at

$$\frac dR=\left(\frac{3Q^2}{5\eta}\right)^{1/4}. \tag{8}$$

Closer than this, scattering wins and cooling is slower than the leading law; farther away, the quadrupole wins and it is faster. The statement holds as long as both corrections are small and the higher multipole transfers are small beside the term in $\eta$. With the silicon carbide values below and $R=50$ nm, this leaves a narrow window of line widths. For $\gamma=2$ and $1$ cm$^{-1}$, (8) gives $12R$ and $23R$, where emission to the surroundings is about 1 and 30 times the transfer. For $\gamma=10$ cm$^{-1}$ it gives $3R$, where the corrections are not small, and the multipole time is shorter than the leading one at 2.3, 2.6, 3 and $4R$.

## Numbers for silicon carbide

Take the rough typical values $\omega_T=795$, $\omega_L=970$ and $\gamma=5$ in cm$^{-1}$, $\varepsilon_\infty=6.7$ and $c_V=2.2$ J/(cm³ K). Equation (3) gives $\omega_0=932.7$ cm$^{-1}$ and $F=82024$ cm$^{-2}$, so $Q=17.59$. At $d=4R$,

$$q^2=\frac{17.59^2}{4^6}=0.0755,\qquad S=\frac{0.3021}{1.3021}+\frac{2(0.0755)}{1.0755}=0.3725 .$$

At 300 K, $x_0=4.473$ and $E=0.2336$. The damping rate is $9.418\times10^{11}$ s$^{-1}$. Therefore

$$G=k_B(0.2336)(4.709\times10^{11}\ \mathrm{s^{-1}})(0.3725)=5.66\times10^{-13}\ \mathrm{W/K}.$$

Integrating (4) numerically with the full permittivity gives $5.661\times10^{-13}$ W/K against $5.658\times10^{-13}$ W/K from the formula, so the narrow-line steps cost little here. The heat capacity of the sphere is $1.152\times10^{-15}$ J/K, and the quotient is $\tau=2.04$ ms. A free twin halves this to 1.02 ms.

The leading law gives 1.67 ms. The scattering correction multiplies it by $1+3(0.0755)=1.227$, giving 2.05 ms, within 1% of the closed dipole result.

For the quadrupole, (3) with $s=3/2$ gives $\omega_2=940.4$ cm$^{-1}$ and $F_2=7.69\times10^4$ cm$^{-2}$, so $\Delta=7.74$ cm$^{-1}$ before rounding the resonances, and

$$\eta\approx0.93\times\frac{25}{25+60}\approx0.274 .$$

The table compares times in ms. The last column is an electrostatic calculation with all multipoles up to order eight; at $d=3R$ and $4R$, stopping at order six changes its conductance by less than 1%.

| $d/R$ | leading | eq. (1) | dipole, eq. (2) | multipoles |
|---|---|---|---|---|
| 3 | 0.298 | – | 0.619 | 0.388 |
| 4 | 1.67 | 1.91 | 2.04 | 1.76 |
| 5 | 6.38 | 6.41 | 6.76 | 6.27 |
| 6 | 19.1 | 18.7 | 19.4 | 18.5 |
| 8 | 107.1 | 105.2 | 107.5 | 104.9 |

All columns are electrostatic and omit emission to the surroundings, which matters in the last rows (see below). At $8R$ equation (1) lies within 0.3% of the multipole result; at $4R$ it is about 9% too long. At $3R$, $3q^2$ exceeds 1 and the expansion has no use.

Equation (8) puts the cancellation at $d\approx5.1R$. In the multipole calculation the time passes from above the leading value to below it at about $4.5R$. The shift comes from terms dropped in (1), chiefly the quadrupole-quadrupole transfer. The leading law is accurate between $4R$ and $5R$, to 5% or better, because two errors offset each other, not because each is negligible.

At every distance in the table the closed dipole formula lies farther from the multipole result than its own leading term does, because it keeps the scattering correction but not the opposing multipole one. At $4R$ multipoles raise the conductance by 16% over the dipole value. At $3R$ the dipole time is 60% too long. For the same reason the saturated dipole time, 0.253 ms for this sphere, is not a lower bound for real spheres: multipoles open further channels, and at $2.5R$ the multipole time is already 0.16 ms.

## A large initial excess

When the sphere starts at 400 K, $n(T)$ cannot be linearized. If the hot sphere is taken to keep its 300 K permittivity, the narrow-line integral of the dipole model still applies:

$$\frac{4\pi R^3c_V}{3}\frac{dT}{dt}=-\frac\gamma2S\,\hbar\omega_0\,[n(T)-n(T_c)] .$$

Separating variables and integrating from 400 K to 336.8 K, where $1/e$ of the excess remains, gives 1.61 ms at constant $c_V$. This is shorter than 2.04 ms because $n(T)$ is convex here: the heat flow at large excess exceeds its linear extrapolation from 300 K. If $c_V$ instead rises with temperature as in a Debye solid of rough Debye temperature 1200 K, keeping its value at 300 K, the time is 1.96 ms. The two effects nearly offset each other in this example. These are dipole times; multipoles shorten 1.61 ms to about 1.39 ms. They also ignore the softening of the phonons on heating, which detunes the hot sphere from its twin: a downward shift of 0.02 to 0.03 cm$^{-1}$/K would lengthen 1.61 ms to 1.7–1.8 ms.

## Comparison with a real particle

The material values are rough figures for good crystalline silicon carbide. The line width is uncertain, since defects and surfaces can broaden the phonon line. Doubling $\gamma$ with all else fixed lengthens the dipole time to 3.53 ms. This is less than a doubling, because the scattering correction shrinks at the same time. With multipoles the time goes from 1.76 to 2.82 ms. The best damping for the longitudinal direction at $4R$ is 2.75 cm$^{-1}$, so the assumed line is already broader than that optimum.

The model also needs the two particles to share one resonance to within about $\gamma$. An isotropic permittivity describes the cubic polytype only. In hexagonal silicon carbide, rough 6H values ($\omega_T,\omega_L,\varepsilon_\infty=797,970,6.56$ across the axis and $788,964,6.72$ along it) put the two dipole resonances about 6 cm$^{-1}$ apart. The dipole time at $4R$ is then 2.0 ms for parallel crystal axes but 3.5 ms when one axis lies along the line of centres and the other across it. Shape detunes too: if one particle is a prolate spheroid of the same volume with aspect ratio 1.1, the dipole time is 2.4 to 2.5 ms, and at 1.2 it is 3.1 to 3.6 ms; oblate shapes give 2.3 to 2.6 and 2.9 to 3.8 ms. Free carriers shift and broaden the line. A rough Drude term for $10^{18}$ electrons per cm³ (mass $0.35\,m_e$, mobility 150 cm²/(V s)) gives a dipole time of 2.2 ms if both particles are doped and 3.2 ms if only one is; at $5\times10^{18}$ (mobility 60) these become 5 and 12 ms, while $10^{17}$ changes little.

The estimate also assumes that the sphere is isolated, and a solid support would break this assumption severely. By diffusive conduction through a perfect interface, a contact of radius 1 nm on a support of conductivity 1 W/(m K) would conduct $2\times10^{-9}$ W/K, some 3500 times $G$, if the sphere conducted equally poorly, and up to $4\times10^{-9}$ W/K for a well-conducting sphere. An interface conductance of $10^8$ W/(m² K) lowers this to about $3\times10^{-10}$ W/K, still some 500 times $G$. A cold support would thus cool the sphere in microseconds. The estimate therefore concerns a levitated hot sphere; absorption of trapping light would add a heat source not included here. Holding the twin at $T_c$ is an idealization as well. A twin resting on a flat support is detuned by its image: with point-dipole images and the hot sphere straight above it at $4R$, the dipole time is 2.5, 3.5 and 4.9 ms for a lossless support of permittivity 2.1, 4 and 11.7. A lossy support also draws heat directly, about a quarter of $G$ for silicon carbide in this geometry. A levitated twin is free, and the temperature difference then decays in $\tau/2$. Nitrogen at 300 K carries as much heat as the dipole conductance $G$ at 15 Pa (about 17.5 Pa with multipoles), if molecules leave fully warmed. In this free-molecular regime gas conduction is proportional to pressure, so keeping it below 1% of $G$ requires less than about 0.15 Pa.

Three further omissions were estimated and are small at $d=4R$. With $\omega_0d/c=0.117$, retardation and radiation damping change $G$ by 0.1 to 0.2%. Emission to surroundings at 300 K adds 0.5%. Both grow with distance: at $6R$ they add 1% and 4%, and at $8R$ 2% and 24%. At $8R$ retardation is as large as the quadrupole correction, and emission shortens the time from 105 to 84 ms. Heat spreads inside the sphere in less than a nanosecond for a conductivity of 10 W/(m K), so a single internal temperature is justified. With multipoles included, the model's value at $4R$ is about 1.8 ms; given the uncertain line width and the possible detuning of the two particles, "a few milliseconds" is the estimate to carry to a real particle. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
INPUTS (material values rough)
radius R = 50 nm, centre distance d = 200 nm
nu_T = 795, nu_L = 970, damping = 5.0 1/cm
eps_inf = 6.7, heat capacity = 2.2 J/(cm^3 K)
twin temperature = 300 K
ESTIMATE
sphere resonance nu0 = 932.7 1/cm
strength F = 82024 1/cm^2, F/nu0 = 87.94 1/cm
peak response F/(nu0 damping) = 17.59
background a_inf = 0.655
C_L = 0.3021, C_T = 0.0755
channel sum S = 0.3725
weak-coupling sum C_L+2C_T = 0.4532
x0 = 4.473, E(x0) = 0.2336
damping rate gamma = 9.418e+11 1/s
conductance G, formula = 5.658e-13 W/K
conductance G, full dipole spectrum = 5.661e-13 W/K
sphere heat capacity = 1.152e-15 J/K
cooling time tau = 2.036 ms
tau with free equal twin = 1.018 ms
saturation floor of tau = 0.253 ms
best damping, longitudinal: formula 2.75 1/cm
best damping, longitudinal: spectrum 2.75 1/cm
DISTANCE TABLE: d/R, tau formula, tau weak, tau multipole (ms)
3  0.619  0.298  0.388
4  2.036  1.673  1.755
5  6.758  6.383  6.269
6  19.438  19.060  18.548
8  107.472  107.093  104.933
LARGE EXCESS
start 400 K, end 336.8 K: time = 1.613 ms
full-spectrum temperature at that time = 336.77 K
same with Debye-shaped heat capacity (1200 K) = 1.955 ms
NEGLECTED EFFECTS
higher multipoles change G by +15.9 %
k0 d = 0.117; retardation changes G by +0.10 %
emission to surroundings = 2.68e-15 W/K = 0.47 % of G
tau with doubled damping = 3.534 ms
interior time R^2 c/kappa (10 W/(m K)) = 0.55 ns
N2 pressure where gas conducts as much as G = 15.1 Pa
support contact (1 nm, 1 W/(m K)) = 2.0e-09 W/K
support contact / G = 3535
```
